# Is the Nernst diffusion layer really a stagnant film?

## Question

I am studying copper deposition from acid sulfate solution on a rotating disk. I describe the limiting current with a Nernst diffusion layer: a film of thickness \(\delta\) in which the liquid is at rest and the copper concentration rises linearly from zero at the wall to its bulk value. Beyond the film the solution is perfectly mixed.

If I choose \(\delta\) so that the film gives the correct current, have I found the thickness of a real layer of resting liquid? If not, what does the concentration look like, and would any measurement reveal the difference?

My disk has a radius of 2.5 mm and turns at 400 rpm. The solution contains 0.05 mol/L Cu(II) and 1.8 mol/L sulfuric acid at 298 K. I take \(D=5\times10^{-10}\) m²/s for Cu(II) and \(\nu=1.2\times10^{-6}\) m²/s for the kinematic viscosity.

## Answer

No. Matching the current fixes one property of the concentration profile, its slope at the wall. It does not show that the liquid is at rest or that anything ends at \(\delta\). To see what is there, one has to solve for diffusion and flow together.

Let \(z\) be the distance from the wall, \(c_b\) the bulk concentration and \(c_s\) the wall concentration. Flux towards the wall is counted positive, so the wall flux is \(N=Dc'(0)\). The Nernst thickness is defined by

\[
c'(0)=\frac{c_b-c_s}{\delta},\qquad N=\frac{D(c_b-c_s)}{\delta}.
\]

A straight line with this slope gives the right flux by construction. I assume steady laminar flow, constant \(D\) and \(\nu\), and enough acid that copper migration can be neglected at first. I set \(c_s=0\), the limiting-current condition. The transport equation is linear, so for another \(c_s\) the same curve describes \((c-c_s)/(c_b-c_s)\).

### The flow near the disk

Let \(\Omega\) be the angular speed and \(\zeta=z\sqrt{\Omega/\nu}\). For a wide disk, or an electrode set flush in a wider rotating insulator, the velocity has the form

\[
v_r=r\Omega F(\zeta),\quad v_\theta=r\Omega G(\zeta),\quad
v_z=\sqrt{\nu\Omega}\,H(\zeta).
\]

Incompressibility requires \(r^{-1}\partial_r(rv_r)+\partial_zv_z=0\), which gives \(2\Omega F+\Omega H'=0\), or \(H'=-2F\). The distant liquid does not rotate, so there is no radial pressure gradient. The radial and azimuthal momentum equations, divided by \(r\Omega^2\), become

\[
F''=F^2-G^2+HF',\qquad G''=2FG+HG'.
\]

At the wall \(F=H=0\) and \(G=1\); far away \(F\) and \(G\) vanish. Solving this boundary-value problem numerically by collocation gives \(a=F'(0)=0.510\).

Near the wall, then, \(F\simeq a\zeta\). Integrating \(H'=-2F\) gives \(H\simeq-a\zeta^2\), and

\[
v_z\simeq-Bz^2,\qquad B=a\,\Omega^{3/2}\nu^{-1/2}.
\]

The liquid is at rest relative to the disk only at the wall itself. The speed then grows smoothly, with no edge.

### The true concentration profile

The wall concentration is uniform and \(v_z\) does not depend on \(r\), so there is a solution \(c(z)\). Radial flow runs along surfaces of equal concentration and \(v_r\partial_rc=0\). The balance \(v_zc'=Dc''\) becomes

\[
Dc''+Bz^2c'=0 .
\]

Dividing by \(Dc'\) gives \((\ln c')'=-Bz^2/D\). One integration yields

\[
c'(z)=c'(0)e^{-x^3},\qquad x=\frac z\ell,\qquad
\ell=\left(\frac{3D}{B}\right)^{1/3}.
\]

A second integration, from the wall to the bulk, fixes \(c'(0)\):

\[
c_b=c'(0)\,\ell\int_0^\infty e^{-x^3}dx .
\]

With \(u=x^3\) the integral is \(\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)\). I write \(\gamma=\Gamma(4/3)=0.893\). Comparison with \(c'(0)=c_b/\delta\) gives

\[
\delta=\gamma\ell,\qquad
\frac{c(z)}{c_b}=\frac1\gamma\int_0^{z/\ell}e^{-u^3}du .
\]

Inserting \(B\) gives the thickness in terms of the operating conditions:

\[
\delta=\gamma\left(\frac3a\right)^{1/3}D^{1/3}\nu^{1/6}\Omega^{-1/2}
=1.61\,D^{1/3}\nu^{1/6}\Omega^{-1/2}.
\]

For your disk \(\Omega=2\pi(400/60)=41.9\) rad/s and \(B=1.26\times10^5\) m⁻¹s⁻¹. Hence

\[
\ell=\left(\frac{3\times5\times10^{-10}}{1.26\times10^5}\right)^{1/3}\text{m}
=22.8\ \mu\text{m},\qquad \delta=20.4\ \mu\text{m}.
\]

Two electrons are used per copper ion, and 0.05 mol/L is 50 mol/m³. With \(\mathcal F\) the Faraday constant, the limiting current density is

\[
j_L=\frac{2\mathcal F Dc_b}{\delta}
=\frac{2(96485)(5\times10^{-10})(50)}{2.04\times10^{-5}}\ \text{A/m}^2,
\]

which is 23.7 mA/cm². The flux-matched film and the convective solution share this current. Their profiles differ:

| Position | Film \(c/c_b\) | Convective \(c/c_b\) |
|---|---:|---:|
| \(\delta/2\) | 0.500 | 0.489 |
| \(\delta\) | 1.000 | 0.853 |
| 26.0 µm | 1.000 | 0.950 |
| 32.0 µm | 1.000 | 0.990 |

The straight line is good close to the wall because \(e^{-u^3}=1-u^3+\cdots\), so that

\[
\frac{c}{c_b}=\frac z\delta\left(1-\frac{x^3}{4}+\cdots\right).
\]

The largest gap is at \(z=\delta\). Inside the film, the film's slope exceeds the true slope by \((c_b/\delta)(1-e^{-x^3})\), so the gap grows. Outside, the film is flat while the true concentration still rises, so the gap shrinks. At its largest it is 15% of the bulk concentration.

### What the moving liquid does inside \(\delta\)

Integrating the transport equation from the wall to \(z\) gives

\[
Dc'(0)-Dc'(z)=\int_0^zB z_1^2c'(z_1)\,dz_1 .
\]

The right side is copper supplied by convection. In incompressible flow the net convective gain per unit volume is \(-\nabla\cdot(\mathbf vc)=-\mathbf v\cdot\nabla c=Bz^2c'\). At \(z=\delta\) we have \(x=\gamma\), so diffusion there carries the fraction

\[
\frac{c'(\delta)}{c'(0)}=e^{-\gamma^3}=0.49
\]

of the wall flux. The other 51% has been supplied by moving liquid between the wall and \(\delta\), the region that the film picture declares stagnant.

The Péclet number, which compares axial convection with diffusion, says the same:

\[
\frac{(B\delta^2)\delta}{D}=\frac{3\delta^3}{\ell^3}=3\gamma^3=2.14 .
\]

It is of order one, so neither process can be dropped at \(\delta\).

The speeds follow from the computed \(F\), \(G\) and \(H\). At \(z=\delta\) and 2 mm from the axis, the liquid moves outwards at 4.6 mm/s and slips past the disk azimuthally at 6.2 mm/s. It approaches the wall at only 48 µm/s. That small component matters because it alone crosses the surfaces of equal concentration; the diffusive velocity scale \(D/\delta\) is 25 µm/s.

The kink in the film profile has a physical price. Its slope falls from \(c_b/\delta\) to zero at one plane, so all the copper reaching the wall would have to be delivered by convection to that plane. The smooth flow near a disk delivers it over a range of distances.

### One thickness cannot match everything

The amount of copper missing from the solution per unit wall area is another measure of the layer. Integrating by parts,

\[
\int_0^\infty\!\left(1-\frac c{c_b}\right)dz
=\int_0^\infty z\frac{c'}{c_b}\,dz
=\frac{\ell^2}{\delta}\int_0^\infty xe^{-x^3}dx .
\]

The boundary term vanishes at both ends. The last integral is \(\Gamma(2/3)/3\), again by \(u=x^3\). Since \(\ell=\delta/\gamma\), the result is

\[
\frac{\Gamma(2/3)}{3\gamma^2}\,\delta=0.566\,\delta .
\]

The triangular deficit of the film is \(0.5\,\delta\), so the true deficit is 13% larger than the film's. A linear film could match it with thickness \(1.13\,\delta\), but its wall flux would then be too small by the factor \(1/1.13\).

The thickness also depends on what diffuses. Because \(\delta\propto D^{1/3}\), the flux varies as \(D/\delta\propto D^{2/3}\). Doubling \(D\) at fixed concentration, viscosity and rotation multiplies the flux by \(2^{2/3}=1.59\). A film of fixed thickness would predict a factor of 2.

Dissolved oxygen makes this concrete. With rough values \(D=1.6\times10^{-9}\) m²/s and 0.20 mol/m³, its Nernst thickness at the same disk is 30.0 µm, against 20.4 µm for copper. One stagnant layer of liquid cannot have both thicknesses. If oxygen is reduced by four electrons at its own transport limit, it adds 0.41 mA/cm², or 1.7% of the copper current.

### A measurement that sees the difference

A steady limiting current depends on the wall slope, so by itself it cannot separate the two profiles. A small oscillation of the wall concentration can. Keep the rotation constant and let the concentration disturbance be \(\tilde c(z)e^{iwt}\), with \(\tilde c(0)=1\). Define

\[
K=\frac{w\delta^2}{D},\qquad Z=\frac{1}{-\delta\,\tilde c'(0)} .
\]

This \(Z\) is the transport impedance divided by its zero-frequency value.

In the film, \(D\tilde c''=iw\tilde c\) with \(\tilde c(\delta)=0\). With \(q=\sqrt{iK}\) the solution is \(\tilde c=\sinh[q(1-z/\delta)]/\sinh q\). Its wall slope gives \(-\delta\tilde c'(0)=q\coth q\), so

\[
Z_{\rm film}=\frac{\tanh q}{q}=1-\frac{iK}{3}+\cdots .
\]

For convective diffusion, \(D\tilde c''+Bz^2\tilde c'=iw\tilde c\). From here to the result for \(s\), primes denote \(d/dx\). Multiplying by \(\ell^2/D\), and then by \(p=e^{x^3}\), gives

\[
(p\tilde c')'=i\kappa p\tilde c,\qquad
\kappa=\frac{w\ell^2}{D}=\frac K{\gamma^2}.
\]

At low frequency write \(\tilde c=Q+i\kappa f+\cdots\). Here \(Q=1-c/c_b\) is the steady deficit, with \(pQ'=-1/\gamma\), and \(f\) obeys \((pf')'=pQ\) and vanishes at both ends. Multiply this equation by \(Q\) and integrate by parts:

\[
\int_0^\infty pQ^2dx=\bigl[Qpf'\bigr]_0^\infty-\int_0^\infty pQ'f'dx
=-f'(0)+\frac1\gamma\bigl[f\bigr]_0^\infty=-f'(0).
\]

The upper boundary term vanishes because \(Q\to0\) while \(pf'\) stays finite: \(pQ\) falls as \(1/x^2\), so its integral converges. With \(M=\int_0^\infty pQ^2dx\), the wall slope is \(-\tilde c'(0)=1/\gamma+i\kappa M\). Since \(\delta=\gamma\ell\),

\[
Z=\frac{1}{\gamma(1/\gamma+i\kappa M)}
\simeq1-i\kappa\gamma M=1-isK,\qquad s=\frac M\gamma .
\]

Numerical quadrature gives \(s=0.374\), compared with \(1/3\) for the film. The low-frequency lag is therefore 12% larger than the film predicts, although the steady fluxes agree.

At higher frequency I solved the convective equation by finite differences and located the maximum of \(-\operatorname{Im}Z\). It has height 0.398 and lies at \(K=2.20\), or 0.423 Hz for your disk with the quadratic approach speed. The film maximum has height 0.417 and lies at \(K=2.54\), or 0.487 Hz. Suppose you know \(\delta\) from elsewhere and use the film formula to obtain \(D\) from the true peak. You would get \(2.20/2.54=0.87\) of the correct value, an error of 13%.

The two models agree again at high frequency. The disturbance then reaches only a distance of order \(\sqrt{D/w}=\delta/\sqrt K\). Over that distance the ratio of convection to diffusion is of order \(2.14K^{-3/2}\), which tends to zero. In the film \(\tanh q\to1\). Both impedances approach \(1/\sqrt{iK}\), which contains no information about an outer edge.

This experiment must be done below the limiting plateau, where the wall concentration responds to potential. For a reversible copper electrode in an ideal solution, with cathodic \(j\) positive, the Nernst equation gives the overpotential \(\eta=(RT/2\mathcal F)\ln(1-j/j_L)\). Differentiating at \(j=0\) gives the diffusion resistance

\[
-\frac{d\eta}{dj}=\frac{RT}{2\mathcal Fj_L}=0.54\ \Omega\,\text{cm}^2 .
\]

A measured impedance also contains the solution resistance, the double layer and the charge-transfer kinetics, which must be separated before the small difference in shape can be read. The calculation also assumes that the wall concentration oscillates equally over the whole disk. An uneven ohmic drop in the solution can break this condition. In your cell these terms are large. The two models differ by at most about 0.044 in \(Z\), or 0.02 Ω cm². With a rough conductivity \(\sigma\) of 45 to 60 S/m and disk radius \(r_0\), the ohmic resistance \(\pi r_0/4\sigma\) is 0.33 to 0.44 Ω cm², and for uniform current it differs between centre and rim by 0.15 to 0.20 Ω cm². Copper in acid sulfate is not reversible: a rough exchange current density of 1 to 10 mA/cm² gives a charge-transfer resistance of 13 to 1.3 Ω cm². The test is therefore demanding on this electrode, and the uneven drop cannot be ignored. Radial flow then alters the transport impedance itself, and subtracting a series resistance does not correct for it.

### How far your real cell departs from this model

Your material parameters are rough values. The quadratic approach velocity is the limit of large Schmidt number \(\nu/D\), which is 2400 here. At the wall the radial momentum equation gives \(F''(0)=-1\), so \(H=-a\zeta^2+\zeta^3/3+\cdots\): the true approach speed is slightly below \(Bz^2\). A finite-difference solution with the complete flow lowers the flux by 2.3%. The frequency of the convective impedance peak, which scales as \(D/\delta^2\), falls by about 5%, to 0.40 Hz. The copper thickness becomes 20.8 µm, and that of oxygen, whose Schmidt number is only 750, becomes 31.1 µm. The shape changes little: \(c(\delta)/c_b\) moves from 0.853 to 0.850, and the film fit to the peak gives 0.86 of the correct \(D\) instead of 0.87.

The assumption that migration is absent also fails slightly. For an estimate, take a film of thickness \(\delta\) containing Cu²⁺ (concentration \(c\)), H⁺ (\(h\)) and HSO₄⁻ (\(m\)) as the only anion. Let \(\phi\) be the potential in units of \(RT/\mathcal F\), zero in the bulk. H⁺ and HSO₄⁻ carry no flux, so \(h=h_be^{-\phi}\) and \(m=m_be^{\phi}\). Neutrality gives \(2c=m-h\), and the copper flux obeys

\[
\frac ND=c'+2c\phi'=\tfrac12(3m-h)\phi' .
\]

At the wall \(c=0\), so \(m=h\) and \(e^{\phi}=g=\sqrt{h_b/m_b}\). Integrating across the film,

\[
\frac{N\delta}{D}=\tfrac32m_b(1-g)-\tfrac12h_b\left(\frac1g-1\right).
\]

With \(m_b=1.85\) and \(h_b=1.75\) mol/L, this exceeds \(c_b\) by 2.8%. That is the film's estimate; in the moving liquid the unequal diffusivities of the ions also matter, so only the order of magnitude should be trusted. Solving the convective problem with rough ionic diffusivities gives about 2% with HSO₄⁻ as the only anion and about 0.7% if the sulfate were fully dissociated. More copper at the same acid content makes the excess electrolyte less effective.

Temperature matters at a similar level. If \(D\) rises and \(\nu\) falls by an assumed 2% per kelvin, the law \(N\propto D^{2/3}\nu^{-1/6}\) gives 1.7% more flux for 1 K of warming. The Reynolds number \(\Omega r^2/\nu\) at the rim is 218, far below the rough value of \(10^5\) at which turbulence becomes a concern. The ratio of \(\delta\) to the disk radius is 0.8%, so edge diffusion concerns a narrow rim. With a copper molar volume of 7.1 cm³/mol, the deposit grows at 8.7 nm/s, negligible beside \(D/\delta\). I have not estimated roughening at the limiting current, hydrogen evolution or viscosity changes within the layer.

The numbers 0.853, 0.49 and 0.374 were derived here for a uniform wall concentration and an approach speed proportional to \(z^2\). A panel in a stirred tank has a different flow and can have a different profile. The definition of \(\delta\) through the wall slope still applies there, and it still says nothing about whether the liquid within that distance is at rest.
